\section*{Massless shells never raise sorted phonon frequencies in a stable shell model}

\section{The result}

A shell model represents an ion by a massive core and a massless charged shell, tied together by a spring. The shell stands for the polarizable electrons. At a fixed wavevector $q$, collect the $n$ core displacements in $u$ and the $r$ shell displacements in $s$, all measured from equilibrium in space. Up to a common normalization, the harmonic energy per cell is
\begin{equation}
E(u,s)=\tfrac12\left(u^\dagger A u+u^\dagger B s+s^\dagger B^\dagger u+s^\dagger C s\right),
\qquad
F=\begin{pmatrix}A&B\\ B^\dagger&C\end{pmatrix},
\label{energy}
\end{equation}
with $A$ and $C$ Hermitian. The core mass matrix $M$ is diagonal and positive. The notation $X\ge Y$ for Hermitian matrices means $x^\dagger Xx\ge x^\dagger Yx$ for every $x$.

\paragraph{Theorem.} Let $C$ be positive definite. The massless shells can then be eliminated, and the cores move under the Schur complement
\begin{equation}
\Phi=A-BC^{-1}B^\dagger .
\label{schur}
\end{equation}
Let $\omega_1^2\le\dots\le\omega_n^2$ be the eigenvalues of $M^{-1/2}\Phi M^{-1/2}$, and $\Omega_1^2\le\dots\le\Omega_n^2$ those of $M^{-1/2}AM^{-1/2}$, which describes shells frozen in space. Then:

(a) $\omega_j^2\le\Omega_j^2$ for every $j$;

(b) if the whole model is stable, $F\ge0$, then $\omega_j^2\ge0$;

(c) $\Omega_j^2\le\omega_{j+r}^2$ whenever $j+r\le n$;

(d) $\sum_j(\Omega_j^2-\omega_j^2)=\mathrm{tr}\,(M^{-1}BC^{-1}B^\dagger)$, which vanishes only if $B=0$.

The comparison is between sorted spectra at the same $q$, with the same $A$, $B$, $C$ and $M$. It does not follow a mode by its character.

\section{Two lemmas}

\paragraph{Lemma 1 (completing the square).} If $C$ is invertible,
\begin{equation}
E=\tfrac12u^\dagger\Phi u+\tfrac12\left(s+C^{-1}B^\dagger u\right)^\dagger C\left(s+C^{-1}B^\dagger u\right).
\label{square}
\end{equation}

\emph{Proof.} Since $C^{-1}$ is Hermitian, the second term expands to
\begin{equation}
\tfrac12\left(s^\dagger Cs+s^\dagger B^\dagger u+u^\dagger Bs+u^\dagger BC^{-1}B^\dagger u\right).
\end{equation}
The last piece cancels the subtraction in $\Phi$, which leaves \eqref{energy}. $\square$

\paragraph{Lemma 2 (min-max).} Let $H$ be Hermitian of size $n$, with eigenvalues $\lambda_1\le\dots\le\lambda_n$ and orthonormal eigenvectors $v_j$. Then
\begin{equation}
\lambda_j(H)=\min_{\dim S=j}\ \max_{x\in S,\ x^\dagger x=1}x^\dagger Hx .
\label{minmax}
\end{equation}
Hence $H\le H'$ implies $\lambda_j(H)\le\lambda_j(H')$.

\emph{Proof.} A space $S$ of dimension $j$ and the span of $v_j,\dots,v_n$ have dimensions adding to $n+1$, so they share a unit vector. On it $x^\dagger Hx\ge\lambda_j$, so the maximum over $S$ is at least $\lambda_j$. The choice $S=\mathrm{span}(v_1,\dots,v_j)$ attains this value. If $H\le H'$, the maximum over each $S$ is no larger for $H$ than for $H'$, and so is the minimum over $S$. $\square$

\section{Proof of the theorem}

The equations of motion are
\begin{align}
M\ddot u&=-Au-Bs, & 0&=-B^\dagger u-Cs .
\label{motion}
\end{align}
The left side of the second is zero because the shells have no mass. It gives $s=-C^{-1}B^\dagger u$, and the first becomes $M\ddot u=-\Phi u$. With $u=M^{-1/2}e\,\mathrm{e}^{-\mathrm i\omega t}$ this is $M^{-1/2}\Phi M^{-1/2}e=\omega^2e$.

For (a), $C>0$ implies $C^{-1}>0$, so
\begin{equation}
x^\dagger(A-\Phi)x=(B^\dagger x)^\dagger C^{-1}(B^\dagger x)\ge0 .
\label{order}
\end{equation}
Replacing $x$ by $M^{-1/2}x$ preserves the order, and Lemma 2 gives $\omega_j^2\le\Omega_j^2$.

For (b), put the relaxed shells into \eqref{square}. Its second term vanishes, so $\frac12u^\dagger\Phi u$ is a value of $E$, which is non-negative when $F\ge0$.

For (c), write $H=M^{-1/2}\Phi M^{-1/2}$ and $P=M^{-1/2}BC^{-1}B^\dagger M^{-1/2}$. The rank of $P$ is at most $r$. The span of the lowest $j+r$ eigenvectors of $H$ meets the null space of $P$ in dimension at least $(j+r)+(n-r)-n=j$. There $x^\dagger(H+P)x=x^\dagger Hx\le\omega_{j+r}^2$ for unit $x$, and \eqref{minmax} applied to $H+P$ gives (c).

For (d), take the trace of $P$ and permute the factors cyclically. Since $P\ge0$, a zero trace means $P=0$. By \eqref{order}, $B^\dagger x=0$ for every $x$, so $B=0$. $\square$

Physically, the relaxed shells minimize the energy for given core positions, while frozen shells obey a constraint. A constraint cannot lower a minimum, and the core kinetic energy is the same in both cases.

\section{What ``frozen'' means, and when the result fails}

\paragraph{Other constraints.} Let the shells follow the cores by any fixed linear rule $s=Lu$. Equation \eqref{square} gives the force matrix
\begin{equation}
\Phi_L=\Phi+\left(L+C^{-1}B^\dagger\right)^\dagger C\left(L+C^{-1}B^\dagger\right)\ge\Phi .
\label{slave}
\end{equation}
The choice $L=0$ returns $A$. If each shell rides on its own core, $\Phi_L$ is the rigid-ion matrix. Both give upper bounds on the sorted adiabatic frequencies, but the theorem does not order the two bounds between themselves.

\paragraph{Translations.} At $q=0$ and zero macroscopic field, a common translation $(t_c,t_s)$ of cores and shells costs nothing, so $At_c+Bt_s=0$ and $B^\dagger t_c+Ct_s=0$. Therefore
\begin{equation}
t_c^\dagger At_c=-t_c^\dagger Bt_s=t_s^\dagger Ct_s>0 .
\label{translation}
\end{equation}
Moving the cores through frozen shells costs energy. If translations are the only zero modes of a stable $\Phi$, the frozen model has no zero-frequency modes at all: $x^\dagger Ax=0$ would require $x^\dagger\Phi x=0$, hence a translation, which \eqref{translation} excludes. The rigid-ion model keeps its three acoustic zeros.

\paragraph{Unstable shells.} If $C$ is negative definite, \eqref{order} changes sign. The stationary shells then sit at an energy maximum, $\Phi\ge A$, and $\omega_j^2\ge\Omega_j^2$. If $C$ has eigenvalues of both signs, the difference $A-\Phi$ has no definite sign in general. Such a model is not a physical adiabatic crystal, because its shells would run away from the stationary point.

\paragraph{Small shell mass.} Give the shells a small mass matrix $m$ at fixed core mass. The second equation of \eqref{motion} becomes $(C-\omega^2m)s=-B^\dagger u$. Using $(C-\omega^2m)^{-1}=C^{-1}+\omega^2C^{-1}mC^{-1}+O(m^2)$ in the first,
\begin{equation}
\Phi u=\omega^2\left(M+W^\dagger mW\right)u+O(m^2),\qquad W=-C^{-1}B^\dagger .
\label{inertia}
\end{equation}
The shells add the inertia of their following motion. To first order this can only lower the phonon frequencies of a stable model, by amounts linear in $m$. A mode whose shells stay at rest is unchanged.

\section{Dielectric screening of the longitudinal mode}

Take a cubic crystal at $q\to0$ and one Cartesian direction, with real displacements. Let $A$, $B$, $C$ now be the matrices at zero macroscopic field. Let $z_c$ and $z_s$ list the core and shell charges in units of $e$, so that the cell dipole is $p=z_c^{T}u+z_s^{T}s$. Define $k_e=e^2/(4\pi\varepsilon_0)$ and $c=4\pi k_e/v$, with $v$ the primitive-cell volume.

With cores clamped, a force $f$ per unit charge number displaces the shells by $s=C^{-1}z_sf$. The electronic dielectric constant is therefore
\begin{equation}
\varepsilon_\infty=1+c\chi,\qquad \chi=z_s^{T}C^{-1}z_s .
\label{eps}
\end{equation}
In a longitudinal wave without free charge the displacement field vanishes. The macroscopic force per unit charge number is then $-cp$, and the field energy is $\frac12cp^2$.

\paragraph{Proposition.} With relaxed shells, the longitudinal force matrix is
\begin{equation}
\Phi_{\mathrm{LO}}=\Phi+\frac{c}{\varepsilon_\infty}Z^*Z^{*T},\qquad Z^*=z_c-BC^{-1}z_s .
\label{lo}
\end{equation}

\emph{Proof.} Write $s=-C^{-1}B^{T}u+t$. By \eqref{square},
\begin{equation}
E=\tfrac12u^{T}\Phi u+\tfrac12t^{T}Ct+\tfrac12cp^2,\qquad p=Z^{*T}u+z_s^{T}t .
\end{equation}
Stationarity in $t$ gives $t=-cp\,C^{-1}z_s$. Inserting this in $p$ gives $p=Z^{*T}u-c\chi p$, so $p=Z^{*T}u/\varepsilon_\infty$. The last two energy terms add to
\begin{equation}
\tfrac12c^2p^2\chi+\tfrac12cp^2=\tfrac12c\,\varepsilon_\infty p^2=\frac{c\,(Z^{*T}u)^2}{2\varepsilon_\infty}.\qquad\square
\end{equation}

\section{A rocksalt example in the regime of MgO}

MgO serves as an insulating barrier in magnetic tunnel junctions. The model uses round parameters in its rough regime: lattice constant $4.2$ \AA, so bond length $r_0=2.1$ \AA\ and $v=2r_0^3=18.522$ \AA$^3$; a rigid Mg ion of charge $+2$; an O core of charge $+0.5$ and an O shell of charge $-2.5$, joined by a spring $k=35$ eV/\AA$^2$. Mg repels the neighbouring O shells through $V(r)\propto\mathrm e^{-r/\rho}$ with $\rho=0.30$ \AA.

\paragraph{Force constants.} With $k_e=14.3996$ eV\,\AA, $c=9.7695$ eV/\AA$^2$. The energy per ion pair is $-4\alpha k_e/r+6V(r)$, where $\alpha=1.747565$ is the Madelung constant. Setting its derivative to zero gives
\begin{equation}
\frac{V'}{r_0}=-\frac{4\alpha k_e}{6r_0^3}=-1.8115,\qquad
V''=-\frac{V'}{\rho}=12.680\ \ \mathrm{eV/\AA^2}.
\end{equation}
Two of the six bonds of an ion lie along a displacement and four lie across it. Their total stiffness is $R=2V''+4V'/r_0=18.115$ eV/\AA$^2$.

The Coulomb part follows from cubic symmetry. At zero macroscopic field, the potential of a sublattice of unit charges, with its neutralizing background, has Laplacian $4\pi/v$ away from the charges. At a cubic site, with any charge on that site left out, its second-derivative tensor is therefore $4\pi/(3v)$ times the unit matrix. Particles $i$ and $j$ are coupled by $-(c/3)z_iz_j$, and the on-site terms cancel by neutrality. With $c/3=3.2565$, in eV/\AA$^2$,
\begin{align}
A_{\mathrm{MgMg}}&=R-4(3.2565)=5.089, & A_{\mathrm{MgO}}&=-3.2565,\nonumber\\
A_{\mathrm{OO}}&=k-0.25(3.2565)=34.186, & B_{\mathrm{Mg}}&=-R+5(3.2565)=-1.832,\nonumber\\
B_{\mathrm O}&=-k+1.25(3.2565)=-30.929, & C&=R+k-6.25(3.2565)=32.762 .
\end{align}

\paragraph{Elimination.} The relaxed Mg stiffness is $5.089-1.832^2/32.762=4.986$ eV/\AA$^2$. The other entries of $\Phi$ are $-4.986$ and $4.986$, as translation requires. With reduced mass $\mu=24.305\times15.999/40.304=9.648$ u, and $1$ eV/(\AA$^2$\,u) equivalent to $(15.63\ \mathrm{THz})^2$, the transverse optical (TO) frequency is $15.63\sqrt{4.986/9.648}=11.24$ THz.

For the longitudinal optical (LO) mode,
\begin{align}
\varepsilon_\infty&=1+\frac{9.7695\times6.25}{32.762}=2.864, &
Z^*_{\mathrm{Mg}}&=2-\frac{1.832\times2.5}{32.762}=1.860,
\end{align}
and the stiffness is $4.986+9.7695\times1.860^2/2.864=16.79$ eV/\AA$^2$, which gives $20.62$ THz.

Rigid ions give $11.35$ THz (TO) and $33.45$ THz (LO). Shell relaxation thus lowers the TO mode by 1\% and the LO mode by 38\%. The field part of the LO stiffness drops from $4c=39.08$ to $11.80$ eV/\AA$^2$, mainly through the factor $1/\varepsilon_\infty$.

\paragraph{Frozen shells.} At $q\to0$ the sorted frozen spectrum starts at $6.91$ THz, where the adiabatic one has acoustic zeros, and ends at $24.52$ THz, against $20.62$ THz. Equation \eqref{translation} is visible in the numbers: $5.089+34.186-2(3.2565)=32.762$ eV/\AA$^2$, which is $C$. At the zone-boundary point X the lowest frequencies are $9.34$ (adiabatic), $10.10$ (frozen) and $10.28$ THz (rigid ion). At $q\to0$ the lowest rigid-ion frequency lies below the frozen one instead, so neither reference is always the tighter bound.

At the point L, $8.31$ THz (twice) and $20.21$ THz occur in all three spectra. The vectors from Mg to O are $r_0(i,j,k)$ with $i+j+k$ odd, so $q\cdot r=\pi(i+j+k)/2$ and its cosine vanishes. The Mg--O couplings are even in $r$, so only the cosine could survive in their lattice sum. The Mg motion decouples from the shells and keeps its frequencies. The $20.21$ THz mode is nevertheless third in the frozen list and sixth in the adiabatic one, which is why the theorem speaks of sorted spectra.

\paragraph{Direct relaxation.} As a test at X, the Mg cores were displaced by $(4.0,2.0,-1.2)\times10^{-3}$ \AA\ and the O cores by $(-2.4,3.2,1.6)\times10^{-3}$ \AA, with the alternating signs of that wave. Numerical minimization of the full anharmonic energy over the shell amplitude gave $1276.02$ $\mu$eV per eight-ion cell, and $\Phi$ gives the same figure. Frozen shells cost $1879.05$ $\mu$eV.

\paragraph{A spring that is too weak.} Lowering $k$ to $1$ eV/\AA$^2$ makes $C=18.115+1-20.353=-1.238$ eV/\AA$^2$ at $q=0$. At zero macroscopic field, where $C$ is negative definite, the highest squared frequency with stationary shells is then $197.6$ THz$^2$, above the frozen value of $74.0$ THz$^2$. The inequality has reversed, as derived. For a longitudinal wave the field adds $cz_s^2=61.06$ eV/\AA$^2$ to $C$. At $q\to0$ along an axis $C$ is therefore indefinite, and the reversal holds only for the transverse motion.

\section{The model beside the real oxide}

Real MgO has, roughly, a TO frequency of 12 THz, an LO frequency of 22 THz and $\varepsilon_\infty$ near 3. The model is close because its parameters were chosen in that regime, so the agreement is not a prediction. It leaves out Mg polarizability and the breathing of the O shell, and it describes a perfect bulk crystal, not a strained film with interfaces.

The harmonic assumption is only approximate. The model's own phonons at 300 K, zero-point motion included, give an rms bond-length fluctuation of $0.070$ \AA. Averaging the exponential repulsion over a Gaussian of this width multiplies both $V'$ and $V''$ by $\exp[0.0704^2/(2\times0.30^2)]$, an increase of 2.8\%. The transverse term $V'/r$ grows in magnitude by more, about 3.7\%, because its factor $1/r$ fluctuates as well. At fixed lattice constant $R=2V''+4V'/r$ therefore grows by $0.44$ eV/\AA$^2$. With this contribution alone, the relaxed TO stiffness would become $5.53-2.27^2/33.20=5.37$ eV/\AA$^2$, and the TO frequency would rise by about 4\%. The TO mode is this sensitive because its stiffness is a small difference between repulsive and Coulomb terms. The 4\% is not an estimate of the full thermal shift. Fluctuations across the bond, cubic anharmonicity and thermal expansion all act in the opposite direction, and together they can outweigh the rise.

Repulsion between O shells, if it followed the same exponential, would have a $V''$ of 5.5\% of the Mg--O value. With the other force constants held fixed it drops out at $q\to0$, where all O shells move together, but it would change the adiabatic and rigid-ion spectra at X and L. The frozen spectrum depends only on $A$ and would stay the same. Shell inertia is negligible by comparison. Moving 2.5 electron masses from each O core to its shell raises the phonon frequencies at X by at most about 21 parts per million. The shift is upward because the core is lightened, unlike the case of fixed core mass in \eqref{inertia}. Its scale is set by the mass ratio, $m/2M_{\mathrm O}\approx43$ parts per million. The shell excitations at X then lie at 11 to 15 eV, far above the phonon energies, so first order in $m$ suffices. The full spectra are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 4.20 A, bond 2.10 A, cell volume 18.522 A^3
charges Mg core, O core, O shell (e): [ 2.   0.5 -2.5]
masses Mg, O (u): 24.305 15.999
core-shell spring 35.0 eV/A^2, repulsion range 0.30 A
Madelung constant 1.747565; by series 1.747565
bond stiffness V'' 12.6804, V'/r -1.8115 eV/A^2
X: largest force-matrix error vs finite differences 1.2e-03 eV/A^2
X: relaxed-shell energy 1276.02, formula 1276.02 ueV/8-ion cell
X: frozen-shell energy 1879.05, formula 1879.04 ueV/8-ion cell
q->0, x motion, zero macroscopic field (eV/A^2):
  A: MgMg 5.0889, MgO -3.2565, OO 34.1859
  B: Mg-shell -1.8323, O-shell -30.9294; C: 32.7617
  Phi: MgMg 4.9864, MgO -4.9864, OO 4.9864
  Phi with longitudinal field: MgMg 16.7909
electronic dielectric constant 2.8637
Born charges Mg, O (e): 1.8602 -1.8602
q->0 along x: sorted frequencies (THz)
  adiabatic   0.00   0.00   0.00  11.24  11.24  20.62
  rigid ion   0.00   0.00   0.00  11.35  11.35  33.45
  frozen      6.91   6.91  20.06  22.93  22.93  24.52
X: sorted frequencies (THz)
  adiabatic   9.34   9.34  12.80  12.80  14.30  15.92
  rigid ion  10.28  10.28  13.51  13.51  14.36  24.37
  frozen     10.10  10.10  15.74  23.25  23.25  24.85
L: sorted frequencies (THz)
  adiabatic   8.31   8.31   9.89   9.89  15.82  20.21
  rigid ion   8.31   8.31  10.25  10.25  20.21  24.90
  frozen      8.31   8.31  20.21  22.89  22.89  23.58
mesh of 64 wavevectors: smallest C eigenvalue 33.174 eV/A^2
mesh: lowest adiabatic frequency 2.908 THz
mesh: largest ratio adiabatic/frozen 0.99068
mesh: largest ratio adiabatic/rigid ion 0.99936
shell-mass test: masses 0.01, 0.001 u, error ratio 9.996
shell inertia 2.5 electron masses: X shift 21.46 ppm
shell excitation energies at X 11.39 to 15.04 eV
bond-length rms fluctuation at 300 K: 0.0704 A
thermal stiffening of V'' without expansion 2.79 %
second-neighbour V'' by same law, relative to first 5.51 %
weak spring 1.0 eV/A^2: C at q=0 -1.2383 eV/A^2
weak spring: top squared frequency stationary 197.6 THz^2
weak spring: top squared frequency frozen 74.0 THz^2
\end{verbatim}
